# Occupied subbands of a 2 nm free-electron metal film

## Problem

A flat metal film is modelled as a gas of non-interacting electrons between two impenetrable walls, a distance \(L=20\) Å (2 nm) apart. The potential between the walls is zero, and the film is unlimited in the two directions parallel to them. The temperature is zero. The Fermi wavevector is held at \(k_F=1.36\) Å⁻¹, as if the film exchanged electrons with a large piece of the same metal.

Motion across the film is quantized. Each allowed standing wave, combined with free motion along the film, forms a subband. A subband is occupied if its lowest energy lies below the Fermi energy.

(a) How many subbands are occupied?

(b) If \(L\) is increased continuously at fixed \(k_F\), what increase brings in one more subband?

(c) Which of the two answers survives when the assumptions about the walls and the filling are relaxed?

Lengths are in Å and energies in eV.

## A tempting solution

An electron wave must fit into the film, so a whole number of wavelengths must span it:

\[
L=j\lambda ,\qquad k=\frac{2\pi}{\lambda}=\frac{2\pi j}{L},\qquad j=1,2,3,\dots
\]

The shortest wavelength available is the Fermi wavelength,

\[
\lambda_F=\frac{2\pi}{k_F}=\frac{2\pi}{1.36}=4.62\ \text{Å}.
\]

Since \(L/\lambda_F=20/4.62=4.33\), the allowed values are \(j=1,2,3,4\). Four subbands are occupied, and a new one enters whenever the film grows by 4.62 Å.

## Where it fails

The fault is in the first line. An impenetrable wall requires the wavefunction to vanish there and places no condition on its slope. Asking for a whole number of wavelengths asks for more: the wave must also have the same slope at both walls. That is the condition for a ring, where the end of the path joins its beginning.

The half wave \(\sin(\pi z/L)\) shows the difference. It vanishes at \(z=0\) and at \(z=L\), so it is an allowed state, yet only half a wavelength fits between the walls. Its slopes at the two walls have opposite signs, and the tempting rule throws it out. The same happens to every wave with an odd number of half wavelengths.

One might try to repair the count by keeping the ring condition and including negative \(j\) and \(j=0\). This gives \(j=-4,\dots,4\), or nine states. But \(j=0\) is a constant wave, which cannot vanish at a wall, and waves running in opposite directions are not separately allowed between walls. The boundary condition has to be imposed from the start.

## Solution

**Allowed waves.** Let \(z\) run across the film and let \(\mathbf r\) be the position along it. Write the wavefunction as \(\psi=\chi(z)\,e^{i\mathbf k_\parallel\cdot\mathbf r}\). With \(C=\hbar^2/2m\), where \(m\) is the free-electron mass, the Schrödinger equation \(-C\nabla^2\psi=E\psi\) becomes

\[
-C\chi''+Ck_\parallel^2\chi=E\chi .
\]

Define \(k^2=E/C-k_\parallel^2\). Then \(\chi''=-k^2\chi\). For \(k^2>0\) the general solution is

\[
\chi=a\sin kz+b\cos kz .
\]

The wall at \(z=0\) gives \(b=0\). The wall at \(z=L\) then gives \(a\sin kL=0\). Since \(a=0\) would leave no wave at all, \(\sin kL=0\), and

\[
k_n=\frac{n\pi}{L},\qquad n=1,2,3,\dots
\]

The value \(n=0\) gives \(\chi=0\), and \(-n\) repeats the state \(n\) with its sign changed. The case \(k^2=0\) has straight-line solutions and \(k^2<0\) has combinations of growing and decaying exponentials. Neither can vanish at both walls without vanishing everywhere.

The energies are therefore

\[
E=E_n+Ck_\parallel^2,\qquad E_n=C\left(\frac{n\pi}{L}\right)^2 .
\]

The bottom of subband \(n\) is \(E_n\), reached at \(k_\parallel=0\). The tempting rule \(k=2\pi j/L\) found the states with even \(n=2j\) and missed those with odd \(n\).

**(a) The count.** The Fermi energy is \(E_F=Ck_F^2\). The condition \(E_n<E_F\) reads

\[
C\left(\frac{n\pi}{L}\right)^2<Ck_F^2
\quad\Longrightarrow\quad
n<\frac{k_FL}{\pi},
\]

because \(C\) cancels and both \(n\pi/L\) and \(k_F\) are positive. Between impenetrable walls, the electron mass thus has no influence on the count at given \(k_F\). Here

\[
\frac{k_FL}{\pi}=\frac{1.36\times20}{\pi}=8.658 ,
\]

so \(n=1,\dots,8\) are allowed: **eight subbands are occupied**.

The energies confirm the reading. With \(C=3.810\) eV Å², the Fermi energy is \(3.810\times1.36^2=7.047\) eV. The step in wavevector is \(\pi/L=0.15708\) Å⁻¹, which gives

\[
E_1=0.094,\quad E_8=6.016,\quad E_9=7.615\ \text{eV}.
\]

The eighth subband starts about 1.03 eV below the Fermi energy, and the ninth starts 0.568 eV above it.

**(b) The period.** Subband \(n\) enters when its bottom meets the Fermi energy, \(n\pi/L=k_F\), or

\[
L_n=\frac{n\pi}{k_F},\qquad
\Lambda=L_{n+1}-L_n=\frac{\pi}{k_F}=2.31\ \text{Å}.
\]

**The period is 2.31 Å (0.231 nm)**, half the Fermi wavelength. In terms of a round trip, an electron that crosses the film and returns collects the phase \(2k_FL\) from its path. Increasing \(L\) by \(\pi/k_F\) adds \(2\pi\) to this phase, and the interference condition repeats.

The eighth subband enters at 18.48 Å and the ninth at 20.79 Å, and the film of 20 Å lies between them. The tempting solution doubled the period because it saw every second entry.

## What oscillates

The count itself climbs like a staircase. A quantity that oscillates is the density of states at the Fermi energy, per unit volume, compared with that of the bulk metal.

In subband \(n\), the occupied states fill a disc in the plane of \(\mathbf k_\parallel\), with squared radius \(k_F^2-k_n^2\). Per unit film area there are \(1/(2\pi)^2\) plane waves per unit area of this plane, and each holds two spins. The subband therefore holds, per unit film area,

\[
2\,\frac{\pi(k_F^2-k_n^2)}{(2\pi)^2}=\frac{k_F^2-k_n^2}{2\pi}
\]

electrons. Replacing \(k_F^2\) by \(E/C\) and differentiating with respect to \(E\) gives \(1/(2\pi C)\), the same for every occupied subband. With \(M\) of them, the film has \(M/(2\pi CL)\) states per unit energy and volume.

In the bulk, the electrons fill a sphere of radius \(k\), and their density is

\[
\frac{2}{(2\pi)^3}\,\frac{4\pi k^3}{3}=\frac{k^3}{3\pi^2}.
\]

Its derivative with respect to \(k\) is \(k^2/\pi^2\). Dividing by \(dE/dk=2Ck\) gives \(k/(2\pi^2C)\) states per unit energy and volume. At \(k=k_F\) the ratio is

\[
\frac{g_{\rm film}}{g_{\rm bulk}}
=\frac{M}{2\pi CL}\,\frac{2\pi^2C}{k_F}
=\frac{M\pi}{k_FL}.
\]

For the present film this is \(8/8.658=0.924\). The ratio equals 1 just after a subband enters. It then falls as \(1/L\), because the same number of subbands is spread over a larger volume, until the next entry lifts it back to 1. Between 18.48 Å and 20.79 Å it falls from 1 to \(8/9=0.89\).

The size of the jump is \(\pi/(k_FL)\) taken at the entry \(L=n\pi/k_F\), that is \(1/n\): 0.125 at the eighth entry and 0.111 at the ninth. It vanishes for a thick film, where the bulk value is recovered. In the opposite limit, \(L<\pi/k_F\), no hard-wall subband lies below the fixed Fermi energy, and the film in this model is empty.

## (c) Relaxing the assumptions

### Fixed density instead of fixed Fermi wavevector

Now let the film be isolated and carry no net charge. Suppose that its positive charge fills the space between the walls with the bulk density

\[
n_0=\frac{k_F^3}{3\pi^2}=0.08496\ \text{Å}^{-3}.
\]

The film then needs \(n_0L=1.699\) electrons per Å². At fixed \(k_F\) it holds less:

\[
\frac{1}{2\pi}\sum_{n=1}^{8}(k_F^2-k_n^2)=1.554\ \text{Å}^{-2}.
\]

The walls push electrons away from their neighbourhood, and this causes the deficit. To make it up, the Fermi wavevector must rise to a new value \(q\), fixed by

\[
\frac{1}{2\pi}\sum_{n=1}^{M}\left(q^2-\frac{n^2\pi^2}{L^2}\right)=n_0L .
\]

Using \(\sum_{n=1}^M n^2=M(M+1)(2M+1)/6\), multiplying by \(2\pi\) and dividing by \(M\), we get

\[
q^2=\frac{2\pi n_0L}{M}+\frac{\pi^2}{L^2}\,\frac{(M+1)(2M+1)}{6}.
\]

Try \(M=8\). The first term is \(2\pi\times1.699/8=1.334\) Å⁻², and the second is \(0.15708^2\times25.5=0.629\) Å⁻². Hence \(q=1.401\) Å⁻¹. This lies between \(k_8=1.257\) and \(k_9=1.414\) Å⁻¹, so the trial value is consistent. It is also the sole solution, because the number of electrons held grows steadily with \(q\). The count remains eight, with the Fermi energy raised to 7.48 eV.

The margin is now small. Subband \(M\) enters when \(q=M\pi/L\). Inserting this in the filling condition gives

\[
2\pi n_0L=\frac{\pi^2}{L^2}\left[M^3-\frac{M(M+1)(2M+1)}{6}\right]
=\frac{\pi^2}{L^2}\,\frac{M(M-1)(4M+1)}{6}.
\]

The last form follows from \(6M^2-(2M^2+3M+1)=4M^2-3M-1=(M-1)(4M+1)\). With \(n_0=k_F^3/3\pi^2\), multiplying by \(3L^2/(2\pi^2)\) and collecting the powers of \(\pi\) gives

\[
\left(\frac{k_FL}{\pi}\right)^3=\frac{M(M-1)(4M+1)}{4}
=M^3\left(1-\frac{3}{4M}-\frac{1}{4M^2}\right).
\]

For \(M=9\) the middle expression is 666, whose cube root is 8.733, so the ninth subband enters at \(8.733\times2.310=20.17\) Å. The film is 0.17 Å short of it.

For large \(M\), expanding the cube root to first order gives

\[
L\approx\frac{\pi}{k_F}\left(M-\frac14\right).
\]

The entries are shifted by a quarter of a period, and their spacing tends to \(\pi/k_F\), where \(k_F\) is the bulk value. Already between the ninth and tenth entries the spacing is 2.314 Å.

### Walls of finite height

A real surface holds electrons with a finite barrier. Let the potential outside be \(V_0=E_F+W\), where \(W\) is the work function. A rough value for copper, \(W=4.5\) eV, gives \(V_0=11.547\) eV.

Define \(k_0^2=V_0/C\). For a bound state, the wave outside decays with the rate \(\kappa=\sqrt{k_0^2-k^2}\). Inside, write \(\chi=\sin(kz+\varphi)\). To the left of the film \(\chi\propto e^{\kappa z}\), so continuity of \(\chi'/\chi\) at \(z=0\) gives

\[
k\cot\varphi=\kappa
\quad\Longrightarrow\quad
\sin\varphi=\frac{k}{\sqrt{k^2+\kappa^2}}=\frac{k}{k_0},
\qquad 0<\varphi<\frac{\pi}{2}.
\]

To the right \(\chi\propto e^{-\kappa z}\), so at \(z=L\)

\[
k\cot(kL+\varphi)=-\kappa=-k\cot\varphi=k\cot(-\varphi).
\]

The cotangent repeats after \(\pi\), so \(kL+\varphi=n\pi-\varphi\), or

\[
kL+2\arcsin\frac{k}{k_0}=n\pi,\qquad n=1,2,\dots
\]

For \(V_0\to\infty\) the arcsine vanishes and the hard-wall rule returns. The left side grows with \(k\), so the number of states below \(k_F\) is the integer part of

\[
\frac{k_FL}{\pi}+\frac{2}{\pi}\arcsin\sqrt{\frac{E_F}{V_0}}
=8.658+0.571=9.229 .
\]

Nine subbands are occupied. The waves leak into the barrier, and at the Fermi energy the film acts as if it were \(0.571\times2.31=1.32\) Å wider. The ninth subband enters at \(20.79-1.32=19.47\) Å.

The period is untouched. At fixed \(k_F\) and \(V_0\), the extra phase is the same at every entry and cancels in the difference \(L_{n+1}-L_n=\pi/k_F\).

How hard must the walls be to give eight? The extra term must stay below \(9-8.658=0.342\), so that

\[
\frac{E_F}{V_0}<\sin^2\left(\frac{0.342\,\pi}{2}\right)=0.262 .
\]

This requires \(V_0\) above about 27 eV, a work function of about 20 eV. For lower walls the extra term still cannot exceed 1, so the sum stays below 9.658. With two equal step walls higher than \(E_F\), the count at this \(L\) and \(k_F\) is therefore eight or nine.

Fixing the density does not restore eight. I kept \(V_0\) at 11.547 eV, found the levels by diagonalizing the well in a basis of sine functions, and searched for the Fermi energy at which they hold \(n_0L\) electrons per area. It is 7.158 eV, with nine subbands occupied.

### Thickness in whole atomic layers

A crystalline film grows by layers, so \(L\) cannot be varied continuously. Take a face-centred cubic metal with one free electron per atom. Its cubic cell of edge \(a\) contains four atoms, so \(n_0=4/a^3\) and

\[
k_Fa=(3\pi^2n_0)^{1/3}a=(12\pi^2)^{1/3}=4.911 .
\]

This gives \(a=3.611\) Å. Layers parallel to a cube face are \(d=a/2=1.805\) Å apart. Each layer advances \(k_FL/\pi\) by

\[
\frac{k_Fd}{\pi}=\frac{4.911}{2\pi}=0.7816 .
\]

Since this is less than one, a new layer brings in either one subband or none. The position within the staircase depends on the fractional part of \(0.7816\,j\) for \(j\) layers. Subtracting the integer \(j\) leaves that part unchanged, so it moves as \(-0.2184\,j\) does. The pattern therefore recurs after

\[
\frac{1}{1-0.7816}=4.58\ \text{layers},
\]

or 8.27 Å. The 2.31 Å period is still the cause, but sampling in steps of 1.805 Å shows it as a slower beat.

### Temperature and scattering

At 300 K the thermal energy is 0.0259 eV, while the ninth hard-wall subband starts 0.568 eV above the Fermi energy. With the chemical potential kept at \(E_F\), the Fermi function at its bottom is \(2.9\times10^{-10}\). Heat does not blur the count for this film. With fixed density the ninth subband lies 0.133 eV above the chemical potential, and the Fermi function at its bottom is still only about 0.006. In thicker films the subbands lie closer together: at 20 nm the next hard-wall subband starts about 0.07 eV above the Fermi energy, the Fermi function there is about 0.07, and room temperature does round the steps.

Scattering can. If an electron travels a mean free path \(\ell\) at the Fermi velocity \(v_F=\hbar k_F/m\), its lifetime is \(\ell/v_F\), and its energy is uncertain by about

\[
\frac{\hbar v_F}{\ell}=\frac{2Ck_F}{\ell}.
\]

If the surfaces scatter in all directions, an electron moving straight across the film travels only the film thickness between collisions; slanted paths are longer. For \(\ell=20\) Å the broadening is about 0.5 eV, comparable with the distance to the ninth subband and about a third of the 1.6 eV between the eighth and ninth. The steps are then rounded, and a whole-number count loses its sharp meaning.

## Beside real copper

The chosen \(k_F\) is that of copper treated as a free-electron metal. For a film ten times thicker, 20 nm, at the same \(k_F\), the hard-wall count is 86 and the jump in the density of states is about 1%. The assumption of hard walls matters at both thicknesses: a step barrier set by the work function moves the count from eight to nine at 2 nm and from 86 to 87 at 20 nm, where one subband is a much smaller share of the total. Roughness matters too, since one atomic layer is 78% of the period, and a film whose thickness varies by a layer can contain regions with different counts. Another metal in contact with the film may fail to confine the electrons at all. Finally, copper's Fermi surface is not a sphere, so the period depends on the crystal direction across the film. The 4.58-layer beat belongs to the free-electron model and is not a prediction for a measured copper film. Nor does the density-of-states ratio give the resistivity, which also depends on how the electrons scatter.

The answer to (c) is thus that the spacing \(\pi/k_F\) survives a finite barrier and, for many subbands, a fixed density. The number eight is not safe: it depends on how far the electron waves reach into the walls.

Numerical values quoted here were computed with a short program.
